# Do argon and xenon ions share one energy spread?

**Question**

I am modelling the ions that hit a wafer behind a radiofrequency sheath. The plasma contains Ar⁺ and Xe⁺. Both carry one elementary charge and both cross the same sheath, with the same mean voltage and the same oscillating voltage. The energy gained from a voltage is charge times voltage, and mass does not appear in it. I would therefore expect both energy distributions to have the same two peaks, equally far apart. Is that right at a bias frequency of 13.56 MHz? If not, where does the mass come in, and how large is the difference?

**Answer**

Your argument gives the centre of the distribution correctly when the crossing is much shorter or much longer than an rf period, as in the example below. For the spread, it holds if an ion crosses the sheath in a small fraction of an rf period. At 13.56 MHz, in the example below, the crossing takes several periods. The voltage then changes while the ion is under way, and the energy gained is no longer charge times the voltage at one instant. The mass enters through the time of flight.

**The model**

Let \(x\) run from the sheath edge, \(x=0\), to the wall, \(x=s\). The width \(s\) is held fixed, there are no collisions, and the voltage is

\[
V(t)=V_0+V_1\sin\omega t ,\qquad V_1<V_0 .
\]

Here \(V_1\) is an amplitude, so the voltage swings through \(2V_1\). Ions enter uniformly in time with the Bohm speed \(u_B=\sqrt{eT_e/M}\), where \(T_e\) is the electron temperature in volts. Their entry energy is \(eT_e/2\), the same for both species.

The shape of the field comes from the static sheath. Let \(\phi(x)\) be the potential drop from the edge to \(x\), so that the field towards the wall is \(\phi'\). If the entry speed is neglected, an ion at \(x\) has speed \(\sqrt{2e\phi/M}\). The ion current density \(J=en_su_B\), with \(n_s\) the density at the edge, is the same at every \(x\). The charge density is current density divided by speed, and Poisson's equation without electrons reads

\[
\phi''=\frac{en_s}{\varepsilon_0}\sqrt{\frac{eT_e}{M}}\sqrt{\frac{M}{2e\phi}}
=K\phi^{-1/2},\qquad K=\frac{en_s}{\varepsilon_0}\sqrt{\frac{T_e}{2}} .
\]

The mass has cancelled. Multiplying by \(\phi'\) and integrating from the edge, where \(\phi=\phi'=0\), gives

\[
\tfrac12\phi'^2=2K\phi^{1/2}\;\Rightarrow\;\phi'=2\sqrt K\,\phi^{1/4}
\;\Rightarrow\;\tfrac43\phi^{3/4}=2\sqrt K\,x .
\]

Hence \(\phi=V_0(x/s)^{4/3}\). Setting \(\phi(s)=V_0\) gives \(s^2=4V_0^{3/2}/(9K)\), or

\[
s^2=\frac{4\sqrt2}{9}\,\frac{\varepsilon_0T_e}{en_s}\left(\frac{V_0}{T_e}\right)^{3/2}.
\]

"The same sheath" therefore has a meaning even for two separate discharges: they have equal widths if \(n_s\), \(T_e\) and \(V_0\) are equal. In a mixture both ions feel the same field in any case.

For the rf sheath I keep the static shape and let its strength follow the voltage:

\[
E(x,t)=\frac{4}{3s}\left(\frac xs\right)^{1/3}\left(V_0+V_1\sin\omega t\right).
\]

Its integral from 0 to \(s\) is \(V(t)\), as it must be. The amplitude of the oscillating part is \(E_1(x)=(4V_1/3s)(x/s)^{1/3}\).

**The mean motion**

The static part of the field gives every ion the energy \(eV_0\), whatever its mass. The corresponding wall speed is \(v_w=\sqrt{2eV_0/M}\). If the entry speed is again neglected, \(\tfrac12Mv^2=eV_0(x/s)^{4/3}\) within the sheath, so

\[
\frac{dx}{dt}=v_w\left(\frac xs\right)^{2/3}
\;\Rightarrow\;3s\left(\frac xs\right)^{1/3}=v_wt
\;\Rightarrow\;\frac xs=\left(\frac t\tau\right)^3,\qquad \tau=\frac{3s}{v_w}.
\]

The crossing time \(\tau\) grows as \(\sqrt M\).

**The work done by the oscillating field**

Take an ion that enters at phase \(\varphi\) and arrives after a time \(T\), at phase \(\Phi=\omega T+\varphi\). The oscillating field does the work

\[
W_1=e\int_0^T E_1(x(t))\,v(t)\sin(\omega t+\varphi)\,dt .
\]

Integrating the sine by parts gives

\[
W_1=-\frac e\omega\Big[E_1v\cos(\omega t+\varphi)\Big]_0^T
+\frac e\omega\int_0^T\frac{d(E_1v)}{dt}\cos(\omega t+\varphi)\,dt .
\]

The term at the sheath edge vanishes because \(E_1(0)=0\). To estimate the remaining integral, use the mean motion, for which \(E_1v=E_1(s)v_w(t/\tau)^3\). With \(u=t/\tau\) and \(\theta=\omega\tau\), it becomes

\[
\frac{eE_1(s)v_w}{\omega}\int_0^1 3u^2\cos(\theta u+\varphi)\,du
=\frac{eE_1(s)v_w}{\omega}\left[\frac{3\sin\Phi}{\theta}+O(\theta^{-2})\right].
\]

This is smaller than the wall term by a factor of order \(3/\theta\). It is also a quarter period out of step with it, so it changes the amplitude at relative order \(1/\theta^2\). This estimate neglects the entry speed. With it, \(E_1v\propto u_Bx^{1/3}\) rises steeply at the edge and adds a term of relative size about \((u_B/v_w)(u_B/\omega s)^{1/3}\), 1 to 2 % in the example below. It falls only as \(\theta^{-1/3}\), and its sign depends on the phase \(\omega T\) that elapses during the crossing. For \(\theta\gg1\), then,

\[
W_1\simeq-\frac{eE_1(s)v_w}{\omega}\cos\Phi .
\]

The energy runs between its extremes as \(\cos\Phi\) runs from \(-1\) to \(1\). Their separation is

\[
\Delta E=\frac{2eE_1(s)v_w}{\omega}
=\frac{2e}{\omega}\,\frac{4V_1}{3s}\,v_w
=\frac{8eV_1}{3\omega s}\sqrt{\frac{2eV_0}{M}} .
\]

With \(s=v_w\tau/3\) this is also \(\Delta E=8eV_1/(\omega\tau)\): the more rf periods the crossing takes, the more of the oscillating work cancels.

The same result follows from the velocity. Near the wall the oscillating force \(eE_1(s)\sin\omega t\) produces a velocity ripple of amplitude \(\delta=eE_1(s)/(M\omega)\). The extreme energies differ by

\[
\tfrac12M(v_w+\delta)^2-\tfrac12M(v_w-\delta)^2=2Mv_w\delta=\frac{2eE_1(s)v_w}{\omega}.
\]

The ripple falls as \(1/M\), while the momentum \(Mv_w\) that converts it into energy grows as \(\sqrt M\). The product falls as \(1/\sqrt M\). In the same sheath at the same frequency,

\[
\frac{\Delta E_{\rm Ar}}{\Delta E_{\rm Xe}}\to\sqrt{\frac{M_{\rm Xe}}{M_{\rm Ar}}}
=\sqrt{\frac{131.29}{39.95}}=1.813 .
\]

**Why there are two peaks**

Let \(\Gamma(\Phi)\) be the share of ions arriving per unit phase. The energy distribution is

\[
f(E)=\sum_{\Phi:\,E(\Phi)=E}\frac{\Gamma(\Phi)}{|dE/d\Phi|} .
\]

At the largest and the smallest energy \(dE/d\Phi=0\), and ions pile up there as long as \(\Gamma\) is smooth and non-zero. The peaks sit at the extremes, so \(\Delta E\) is the peak splitting. For uniform \(\Gamma=1/2\pi\), two phases contribute to each energy, and with \(\bar E\) the centre,

\[
f(E)=\frac{1}{\pi\sqrt{(\Delta E/2)^2-(E-\bar E)^2}} .
\]

The outermost fifth of the energy range on either side then holds \(\arccos(0.6)/\pi\approx0.30\) of the ions, and the middle fifth \(2\arcsin(0.2)/\pi\approx0.13\). If \(\Gamma\) is not uniform, the peaks differ in weight but stay where they are.

**Numbers for a biased wafer**

Take \(V_0=200\) V, \(V_1=100\) V, 13.56 MHz, \(T_e=3\) eV and \(n_s=6\times10^9\) cm⁻³. The width formula gives \(s=3.075\) mm. The wall speeds are 31.08 km/s for argon and 17.15 km/s for xenon. With an rf period of 73.7 ns, the crossing times without entry speed are

\[
\tau_{\rm Ar}=297\ \text{ns}=4.02\ \text{periods},\qquad
\tau_{\rm Xe}=538\ \text{ns}=7.30\ \text{periods}.
\]

The Bohm entry speed helps the ions through the weak field near the edge and shortens the actual crossings by about a quarter, to roughly 3 periods for argon and 5.5 for xenon. The parameter of the derivation is \(\theta=2\pi\times4.02\approx25\) for argon and 46 for xenon, both well above 1. The splittings are

\[
\Delta E_{\rm Ar}=\frac{8(100\ \text{V})(3.108\times10^4\ \text{m/s})\,e}
{3(2\pi\times13.56\times10^6\ \text{s}^{-1})(3.075\times10^{-3}\ \text{m})}=31.6\ \text{eV},
\]

\[
\Delta E_{\rm Xe}=31.64\ \text{eV}\times\frac{17.15}{31.08}=17.5\ \text{eV}.
\]

I compared these with trajectories integrated from Newton's law in the full field, including the Bohm entry speed:

- Argon: peaks at 186.0 and 217.3 eV, splitting 31.3 eV, which is 1.2 % below the formula.
- Xenon: peaks at 192.7 and 210.4 eV, splitting 17.7 eV, which is 1.3 % above it.

Both pairs are centred close to \(V_0+T_e/2=201.5\) eV, which is the part of your expectation that survives. The lowest, middle and highest fifths of the range hold 0.28, 0.14 and 0.29 of the argon ions, and 0.31, 0.13 and 0.27 of the xenon ions.

The ratio from the trajectories is 1.77, about 2 % below the limit. At 54.24 MHz the splittings are 7.86 and 4.36 eV and the ratio is 1.80. At 13.56 MHz the two small deviations from the formula have opposite signs, so they add up in the ratio. These deviations oscillate with frequency and do not shrink steadily: between 12 and 15 MHz the ratio moves between about 1.76 and 1.84, and near 54 MHz the argon deviation still reaches about 1 %.

The derivation says that the oscillating field *at the wall* sets the splitting, not \(V_1\) by itself. This can be tested by replacing the oscillating part with one linear in \(x\), \(E_1=2V_1x/s^2\). It carries the same voltage \(V_1\), but its wall value is \(2V_1/s\) instead of \(4V_1/3s\), larger by a factor of 1.5. At 54.24 MHz the argon splitting grows by a factor of 1.51.

**Where equal spreads are correct**

If \(\omega\tau\ll1\), the voltage is practically frozen during the crossing. An ion then gains \(eV(t)\), and the spread is \(2eV_1=200\) eV for any mass. At 0.05 MHz the trajectories give 200.0 eV for argon and 199.9 eV for xenon.

One relation covers the whole range between the limits. Use the phase \(\alpha=\omega t+\varphi\) as the time variable. Since \(d/dt=\omega\,d/d\alpha\), Newton's law and the entry condition become

\[
M\omega^2\frac{d^2x}{d\alpha^2}=eE(x,\alpha),\qquad
\tfrac12M\omega^2\left(\frac{dx}{d\alpha}\right)^2_{x=0}=\tfrac12eT_e ,
\]

and the wall energy is \(\tfrac12M\omega^2(dx/d\alpha)^2\) at \(x=s\). Mass and frequency appear together, as \(M\omega^2\). In a fixed field pattern and at equal entry energy, the spread is therefore a function of \(\omega\sqrt M\) alone. Xenon at frequency \(f\) behaves like argon at \(1.813f\).

At 2 MHz neither limit applies: the spreads are 166.9 eV for argon and 116.4 eV for xenon, a ratio of 1.43. Argon at 3.626 MHz also gives 116.4 eV, as the relation requires. In this range the centre shifts as well, and differently for the two masses: at 2 MHz the midpoints of the peaks are about 206 eV for argon and 204 eV for xenon, and the mean energies about 218 and 213 eV. The factor 1.8 thus belongs to the regime where the spread falls as \(1/\omega\); at low frequency, where it is flat, the ratio is 1.

**What the model leaves out**

The largest simplification is the field pattern. In a real rf sheath the heavy ions form a nearly steady charge, and the edge of the electron cloud moves back and forth through it. On the plasma side of that edge the field is nearly zero. To size the effect, keep \(s\) fixed and take an ion charge whose field, with the electrons fully withdrawn, is \((4V_m/3s)(x/s)^{1/3}\) with \(V_m=V_0+V_1\). If the electron edge is at \(x_e=q^3s\), the field beyond it is reduced by its value at \(x_e\), and the voltage is

\[
\frac{V}{V_m}=\int_{q^3}^1\frac43\left(\xi^{1/3}-q\right)d\xi
=(1-q^4)-\frac43q(1-q^3)=1-\frac43q+\frac{q^4}{3}.
\]

The wall field drops by \(4V_mq/3s\) as the edge advances from 0 to \(q\). At the lowest voltage \(V_m-V=2V_1\), so this drop equals \((2V_1+V_mq^4/3)/s\). Here \(q\approx\tfrac12\), and the last term is small. The wall field thus swings through roughly \(2V_1/s\), about three quarters of the \(8V_1/3s\) assumed earlier. Trajectories in this field give 24.9 eV for argon and 13.2 eV for xenon, 20 % and 25 % below the earlier trajectory values. The ratio becomes 1.88. Keeping \(s\) fixed understates the reduction. Electrons cover part of the ion charge for part of each cycle, so at a given edge density the sheath must be wider to carry the same mean voltage, and a wider sheath lowers both splittings further. The absolute splittings are thus uncertain by tens of per cent, whereas the ratio stays within about 5 % of 1.813 in this estimate. The direction of its shift depends on the frequency: between 12 and 15 MHz the ratio in this field lies between about 1.73 and 1.88.

The other omissions are these:

- **Entry speed in the width.** Solving Poisson's equation with the Bohm entry speed gives a static width of 3.47 mm instead of 3.08 mm, the same for both gases. With the field shape kept, \(\Delta E\propto1/s\) would lower both splittings by 11 %. The shape changes too: the static field at the wall falls by only about 4 %. If the oscillating field keeps the static shape, the 11 % therefore overstates the effect.
- **Entry speed in a mixture.** The two species need not enter at their separate Bohm speeds. If xenon enters at argon's, its splitting changes from 17.7 to 17.5 eV.
- **Collisions.** With 2 mTorr of the ion's own parent gas (in a mixture its partial pressure counts) at 300 K and a rough resonant charge-exchange cross-section of \(5\times10^{-15}\) cm² for both ions, about 9 % collide in the sheath. Charge exchange creates a slow ion part-way across, which gains only part of the voltage and adds a low-energy tail.
- **Isotopes.** From xenon mass 129 u to 136 u the high-frequency formula lowers the splitting by 2.6 %. A spread of this order slightly blurs the peaks.

**Reading this for a real reactor**

The frequency, mean voltage, density and pressure are meant to resemble a low-pressure inductively coupled etcher with a separately biased wafer. The pressure is at the low end for such tools, and the density lies below their usual range of \(10^{11}\) cm⁻³ and more in the bulk. The amplitude \(V_1=100\) V is an illustrative choice and is low for a wafer biased through a blocking capacitor. No net dc current can then flow, so electrons must reach the wafer in every cycle to balance the ions. For a sinusoidal sheath voltage this requires a minimum of only a few \(T_e\), which puts \(V_1\) close to \(V_0\). If the sheath width stayed the same, \(\Delta E\propto V_1\) would make both splittings nearly twice those given above. At a given density the real sheath is wider than the static one, so the increase over those values is smaller. The high-frequency ratio stays the same, because both ions cross the same width. The density affects the crossing time: at fixed \(V_0\) and \(T_e\), \(s\propto n_s^{-1/2}\), and the crossing time shrinks with it. Ten times the density would cut argon's \(\tau\) from 4.0 to about 1.3 periods, or \(\theta\approx8\). The condition \(\theta\gg1\) is then only weakly met, although trajectories in the same model still give 98 eV for argon against 100 eV from the formula, and a ratio of 1.77. At \(n_s=3\times10^{11}\) cm⁻³, where \(\theta\approx3.6\), the formula fails and the ratio falls to about 1.4. Higher pressure shortens the free path, and the two-peak shape is gradually lost.

Take care also when comparing two separate discharges. The ratio 1.8 holds \(V_0\), \(V_1\), \(\omega\), \(n_s\) and \(T_e\) fixed. Changing the gas at constant source power generally changes \(n_s\) and \(T_e\). From the width formula \(\Delta E\propto1/s\propto n_s^{1/2}T_e^{1/4}\), so a xenon plasma twice as dense as the argon one, at equal \(T_e\), would bring the high-frequency ratio down to \(1.813/\sqrt2\approx1.3\). In a mixture this difficulty does not arise, because both ions cross one and the same sheath. For your case, then, if both ions take several rf periods to cross, expect a common centre near \(eV_0\), with \(V_0\) your mean sheath voltage, and an argon splitting about 1.8 times that of xenon. The numerical output below lists the main values used here.

## Computed results

```
Mean sheath voltage V0: 200 V; amplitude V1: 100 V
Bias frequency: 13.56 MHz
Electron temperature: 3.0 eV
Sheath-edge density: 6.0e+09 cm^-3
Ion masses Ar, Xe: 39.95, 131.29 u
Child-law sheath width: 3.075 mm
rf period: 73.7 ns
Ar wall speed from V0: 31.08 km/s
Ar crossing time 3s/v: 297 ns = 4.02 periods
Ar splitting, formula: 31.64 eV
Ar splitting, trajectories: 31.27 eV
Ar peak energies: 186.0 and 217.3 eV
Ar ion shares, low/middle/high fifth of range: 0.28 / 0.14 / 0.29
Xe wall speed from V0: 17.15 km/s
Xe crossing time 3s/v: 538 ns = 7.30 periods
Xe splitting, formula: 17.45 eV
Xe splitting, trajectories: 17.68 eV
Xe peak energies: 192.7 and 210.4 eV
Xe ion shares, low/middle/high fifth of range: 0.31 / 0.13 / 0.27
Square root of mass ratio Xe/Ar: 1.813
Splitting ratio Ar/Xe, trajectories: 1.769
Spreads from trajectories at other frequencies:
  0.05 MHz: Ar 199.97 eV, Xe 199.90 eV, ratio 1.000
  2.00 MHz: Ar 166.90 eV, Xe 116.36 eV, ratio 1.434
  54.24 MHz: Ar 7.86 eV, Xe 4.36 eV, ratio 1.804
Ar frequency matching Xe at 2.00 MHz: 3.626 MHz
Ar spread at that frequency: 116.36 eV
Linear/Child ac profile, Ar splitting ratio at 54.24 MHz: 1.514
Wall-field ratio of these profiles: 1.500
Neglected effects:
  moving electron edge: Ar 24.86 eV, Xe 13.21 eV, ratio 1.883
  static width with Bohm entry speed: 3.466 mm (Ar), 3.466 mm (Xe)
  Xe entering at Ar Bohm speed: splitting 17.52 eV
  gas: 2.0 mTorr, 300 K; rough cross-section 5e-15 cm^2
  share of ions colliding in the sheath: 9.4 %
  splitting change from Xe mass 129 to 136 u: -2.6 %
```
